# Wannier-Stark ladder of a tight-binding miniband in a uniform field: a numerical check

```python
# Result under test: a nearest-neighbour miniband of full width Delta in a
# uniform field F has levels E_nu = nu*e*F*d (band centre at zero) and site
# amplitudes c_n = J_(n-nu)(x), x = Delta/(2*e*F*d). The distance between the
# classical turning points is Delta/(e*F); the rms half-width is
# Delta/(2*sqrt(2)*e*F).
# Symbols: d = superlattice period, n = site index, nu = ladder index,
# step = e*F*d in meV, theta = wave number times d.
# The reference side is the diagonalization of a finite chain, examined
# far from its ends.
import numpy as np
from scipy.constants import e, h
from scipy.special import jv

period_nm = 10.0
width_meV = 40.0
half_chain = 60
sites = np.arange(-half_chain, half_chain + 1)


def step_from_field(field_kV_cm):
    """Potential energy drop per period, in meV."""
    return field_kV_cm * 1e5 * period_nm * 1e-9 * 1e3


def diagonalize(step, second_coupling=0.0):
    """Levels (meV) and eigenvectors of the finite tilted chain."""
    size = len(sites)
    ham = np.diag(step * sites.astype(float))
    ham -= width_meV / 4 * (np.eye(size, k=1) + np.eye(size, k=-1))
    ham -= second_coupling * (np.eye(size, k=2) + np.eye(size, k=-2))
    return np.linalg.eigh(ham)


def align(vector, reference):
    """Fix the free overall sign of a real eigenvector."""
    return vector * np.sign(np.dot(vector, reference))


field = 5.0
step = step_from_field(field)
x = width_meV / (2 * step)
levels, vectors = diagonalize(step)
print(f"Period d = {period_nm:.1f} nm")
print(f"Miniband width Delta = {width_meV:.1f} meV")
print(f"Field F = {field:.1f} kV/cm")
print(f"Ladder spacing eFd = {step:.3f} meV")
print(f"Bessel argument x = {x:.3f}")
print(f"Chain length = {len(sites)} sites")

# Ladder energies and Bessel amplitudes for several central states
level_error = 0.0
amplitude_error = 0.0
for nu in range(-5, 6):
    bessel = jv(sites - nu, x)
    state = align(vectors[:, half_chain + nu], bessel)
    level_error = max(level_error, abs(levels[half_chain + nu] - nu * step))
    amplitude_error = max(amplitude_error, np.max(np.abs(state - bessel)))
assert level_error < 1e-9
assert amplitude_error < 1e-9
for nu in (-2, -1, 0, 1, 2):
    print(f"Chain level nu={nu:+d}: {levels[half_chain + nu]:+.6f} meV")
print(f"Largest level error, 11 states = {level_error:.1e} meV")
print(f"Largest amplitude error, 11 states = {amplitude_error:.1e}")

centre = align(vectors[:, half_chain], jv(sites, x))
for m in range(-3, 9):
    print(f"m={m:+d}: chain {centre[half_chain + m]:+.6f}, "
          f"J_m(x) {jv(m, x):+.6f}")

# Integral over theta of the wave-number-space solution
theta = 2 * np.pi * np.arange(512) / 512
integral = np.array([np.mean(np.exp(1j * (m * theta - x * np.sin(theta))))
                     for m in sites])
assert np.max(np.abs(integral - centre)) < 1e-9

# Orthonormality and completeness, by explicit sums over a long range
long_range = np.arange(-100, 101)
inner = np.arange(-10, 11)
table = jv(long_range[:, None] - inner[None, :], x)
assert np.allclose(table.T @ table, np.eye(len(inner)), atol=1e-12)
table = jv(inner[:, None] - long_range[None, :], x)
assert np.allclose(table @ table.T, np.eye(len(inner)), atol=1e-12)

# Tail bound and growing decay rate beyond the turning point
orders = np.arange(5, 15)
tail = np.abs(centre[half_chain + orders])
bound = np.exp(-orders * np.arccosh(orders / x) + np.sqrt(orders**2 - x**2))
assert np.all(tail <= bound)
assert np.all(np.diff(tail[1:] / tail[:-1]) < 0)
print(f"Tail at m=8: amplitude {tail[3]:.5f}, bound {bound[3]:.5f}")
print(f"Tail ratio c6/c5 = {tail[1] / tail[0]:.4f}, "
      f"c14/c13 = {tail[9] / tail[8]:.4f}")

# Widths and weights at several fields
print("F kV/cm | eFd meV | x | Delta/eF nm | rms nm | inside | centre site")
for trial_field in (2.0, 5.0, 20.0, 80.0):
    trial_step = step_from_field(trial_field)
    trial_x = width_meV / (2 * trial_step)
    trial_vectors = diagonalize(trial_step)[1]
    weight = trial_vectors[:, half_chain]**2
    extent = width_meV / trial_step * period_nm
    mean = np.sum(sites * weight)
    rms = period_nm * np.sqrt(np.sum(sites**2 * weight))
    assert abs(mean) < 1e-9
    assert abs(rms - extent / (2 * np.sqrt(2))) < 1e-7
    inside = np.sum(weight[np.abs(sites) <= trial_x + 1e-9])
    assert inside > 0.9 or trial_x < 2
    print(f"{trial_field:.0f} | {trial_step:.1f} | {trial_x:.2f} | "
          f"{extent:.1f} | {rms:.3f} | {inside:.4f} | "
          f"{weight[half_chain]:.4f}")
assert weight[half_chain] > 0.95  # strongest field: one site dominates

# Bloch oscillation of a Gaussian packet starting at the miniband bottom
packet_sigma = 4.0
packet = np.exp(-sites**2 / (4 * packet_sigma**2))
packet /= np.linalg.norm(packet)
bloch_period = h / (step * 1e-3 * e)
hbar = h / (2 * np.pi)


def propagate(time):
    phases = np.exp(-1j * levels * 1e-3 * e * time / hbar)
    return vectors @ (phases * (vectors.T @ packet))


half_way = propagate(bloch_period / 2)
shift = np.sum(sites * np.abs(half_way)**2)
mean_cosine = np.sum(packet[1:] * packet[:-1])
predicted_shift = -2 * x * mean_cosine
returned = abs(np.dot(packet, propagate(bloch_period)))**2
assert abs(shift - predicted_shift) < 1e-8
assert abs(returned - 1) < 1e-9
print(f"Bloch period = {bloch_period * 1e12:.4f} ps")
print(f"Packet rms width = {packet_sigma:.1f} periods")
print(f"Packet mean cosine S = {mean_cosine:.5f}")
print(f"Half-period shift: propagated {shift * period_nm:.3f} nm, "
      f"formula {predicted_shift * period_nm:.3f} nm")
print(f"Return probability after one period = {returned:.8f}")

# Second-neighbour coupling: same ladder, different amplitudes
second_coupling = 2.0
levels2, vectors2 = diagonalize(step, second_coupling)
middle = np.argmin(np.abs(levels2))
near = levels2[middle - 5:middle + 6]
assert np.max(np.abs(near - step * np.arange(-5, 6))) < 1e-8
changed = align(vectors2[:, middle], jv(sites, x))
change = np.max(np.abs(changed - jv(sites, x)))
assert change > 0.05
print(f"Second-neighbour coupling = {second_coupling:.1f} meV")
print(f"Ladder spacing with it = {near[6] - near[5]:.6f} meV")
print(f"Largest amplitude change with it = {change:.4f}")

# The end of the chain shifts the levels of states that touch it
end_shift = levels[0] - step * sites[0]
assert abs(end_shift) > 1.0
print(f"Shift of lowest level at chain end = {end_shift:.3f} meV")
print("OK")
```

Running it gives:

```
Period d = 10.0 nm
Miniband width Delta = 40.0 meV
Field F = 5.0 kV/cm
Ladder spacing eFd = 5.000 meV
Bessel argument x = 4.000
Chain length = 121 sites
Chain level nu=-2: -10.000000 meV
Chain level nu=-1: -5.000000 meV
Chain level nu=+0: +0.000000 meV
Chain level nu=+1: +5.000000 meV
Chain level nu=+2: +10.000000 meV
Largest level error, 11 states = 1.8e-14 meV
Largest amplitude error, 11 states = 8.5e-16
m=-3: chain -0.430171, J_m(x) -0.430171
m=-2: chain +0.364128, J_m(x) +0.364128
m=-1: chain +0.066043, J_m(x) +0.066043
m=+0: chain -0.397150, J_m(x) -0.397150
m=+1: chain -0.066043, J_m(x) -0.066043
m=+2: chain +0.364128, J_m(x) +0.364128
m=+3: chain +0.430171, J_m(x) +0.430171
m=+4: chain +0.281129, J_m(x) +0.281129
m=+5: chain +0.132087, J_m(x) +0.132087
m=+6: chain +0.049088, J_m(x) +0.049088
m=+7: chain +0.015176, J_m(x) +0.015176
m=+8: chain +0.004029, J_m(x) +0.004029
Tail at m=8: amplitude 0.00403, bound 0.02712
Tail ratio c6/c5 = 0.3716, c14/c13 = 0.1457
F kV/cm | eFd meV | x | Delta/eF nm | rms nm | inside | centre site
2 | 2.0 | 10.00 | 200.0 | 70.711 | 0.9596 | 0.0605
5 | 5.0 | 4.00 | 80.0 | 28.284 | 0.9598 | 0.1577
20 | 20.0 | 1.00 | 20.0 | 7.071 | 0.9728 | 0.5855
80 | 80.0 | 0.25 | 5.0 | 1.768 | 0.9691 | 0.9691
Bloch period = 0.8271 ps
Packet rms width = 4.0 periods
Packet mean cosine S = 0.99222
Half-period shift: propagated -79.377 nm, formula -79.377 nm
Return probability after one period = 1.00000000
Second-neighbour coupling = 2.0 meV
Ladder spacing with it = 5.000000 meV
Largest amplitude change with it = 0.1389
Shift of lowest level at chain end = -10.627 meV
OK
```
